# Implicit Simulation of Quasi-Reversible Cyclic Voltammetry and Nicholson's Peak Separation: verification in Python

```python
"""Quasi-reversible cyclic voltammetry, O + e = R, by implicit finite differences.
Result under test: for psi = k0/sqrt(pi D F v/(R T)) = 1, equal diffusivities,
alpha = 1/2, 298.15 K and switching 141 mV past the formal potential, the two
current extrema lie about 84 mV apart.
Symbols: theta = F(E-E0)/(RT); time in units RT/(Fv); length in units
sqrt(D RT/(Fv)); flux = scaled cathodic flux; k0 = standard rate constant;
v = scan rate; alpha = transfer coefficient. Potentials are relative to E0.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import minimize_scalar

TEMPERATURE = 298.15
FARADAY = const.e * const.N_A
F_RT = FARADAY / (const.R * TEMPERATURE)      # 1/V
E_START, E_SWITCH = 0.200, -0.141             # V


def sweep(e_switch, n_half):
    """Potentials (V) of the triangular scan, n_half steps each way."""
    down = np.linspace(E_START, e_switch, n_half + 1)
    return np.concatenate([down, down[-2::-1]])


def vertex(potential, signal, k):
    """Extremum of the parabola through points k-1, k, k+1."""
    a, b, c = signal[k - 1:k + 2]
    shift = 0.5 * (a - c) / (a - 2 * b + c)
    return (potential[k] + shift * (potential[k + 1] - potential[k]),
            b - 0.25 * (a - c) * shift)


def peaks(potential, signal):
    """Cathodic peak E (mV), height, anodic peak E (mV), height."""
    n_half = len(signal) // 2
    kc = int(np.argmax(signal[:n_half + 1]))
    ka = n_half + int(np.argmin(signal[n_half:]))
    ec, hc = vertex(potential, signal, kc)
    ea, ha = vertex(potential, signal, ka)
    return np.array([1e3 * ec, hc, 1e3 * ea, ha])


def implicit_scan(psi, alpha=0.5, e_switch=E_SWITCH, n_half=800,
                  h0=0.01, growth=1.03):
    """Backward Euler on a geometrically expanding control-volume grid."""
    potential = sweep(e_switch, n_half)
    theta = F_RT * potential
    span = F_RT * (E_START - e_switch)
    dt = span / n_half
    x_max = 6 * np.sqrt(2 * span)
    cells = int(np.ceil(np.log(1 + x_max * (growth - 1) / h0)
                        / np.log(growth)))
    h = h0 * growth ** np.arange(cells)
    volume = 0.5 * (h + np.concatenate([[0.0], h[:-1]]))
    bands = np.zeros((3, cells))
    bands[0, 1:] = -1 / h[:-1]
    bands[2, :-1] = -1 / h[:-1]
    bands[1] = volume / dt + 1 / h
    bands[1, 1:] += 1 / h[:-1]
    first_diagonal = bands[1, 0]
    rate = psi * np.sqrt(np.pi) * np.exp(-alpha * theta)
    ratio = np.exp(theta)
    conc = np.ones(cells)
    flux = np.zeros(len(theta))
    for n in range(1, len(theta)):
        rhs = volume / dt * conc
        rhs[0] += rate[n] * ratio[n]
        rhs[-1] += 1 / h[-1]
        bands[1, 0] = first_diagonal + rate[n] * (1 + ratio[n])
        conc = solve_banded((1, 1), bands, rhs, check_finite=False)
        flux[n] = rate[n] * ((1 + ratio[n]) * conc[0] - ratio[n])
    return peaks(potential, flux), cells


def extrapolated(psi, alpha=0.5, e_switch=E_SWITCH, n_half=800, **grid):
    """Peak data with the first-order time error removed."""
    coarse = implicit_scan(psi, alpha, e_switch, n_half, **grid)[0]
    fine = implicit_scan(psi, alpha, e_switch, 2 * n_half, **grid)[0]
    return 2 * fine - coarse


def separation(p):
    return p[2] - p[0]


def integral_scan(psi, alpha=0.5, n_half=1500):
    """Volterra equation for the flux, product integration, no space grid."""
    potential = sweep(E_SWITCH, n_half)
    theta = F_RT * potential
    dt = F_RT * (E_START - E_SWITCH) / n_half
    k = np.arange(len(theta), dtype=float)
    weight = (k + 1) ** 1.5 - 2 * k ** 1.5 + np.abs(k - 1) ** 1.5
    g = 4 / 3 * np.sqrt(dt / np.pi)
    flux = np.zeros(len(theta))
    for n in range(1, len(theta)):
        history = g * np.dot(flux[1:n], weight[n - 1:0:-1])
        rate = psi * np.sqrt(np.pi) * np.exp(-alpha * theta[n])
        both = rate * (1 + np.exp(theta[n]))
        flux[n] = (rate - both * history) / (1 + both * g)
    return peaks(potential, flux)


def explicit_scan(k0, d_o, d_r, v, bulk, area, resistance=0.0, alpha=0.5):
    """Two species in cm, s, V, A, mol/cm3; explicit steps; current in A."""
    dx = 0.05 * np.sqrt(d_o / (F_RT * v))
    half_time = (E_START - E_SWITCH) / v
    n_half = int(np.ceil(half_time * max(d_o, d_r) / (0.4 * dx ** 2)))
    dt = half_time / n_half
    potential = sweep(E_SWITCH, n_half)
    nodes = int(6 * np.sqrt(max(d_o, d_r) * 2 * half_time) / dx) + 2
    ox, red = np.full(nodes, bulk), np.zeros(nodes)
    current = np.zeros(len(potential))
    for n in range(1, len(potential)):
        ox[1:-1] += d_o * dt / dx**2 * (ox[2:] - 2 * ox[1:-1] + ox[:-2])
        red[1:-1] += d_r * dt / dx**2 * (red[2:] - 2 * red[1:-1] + red[:-2])
        e_true = potential[n] + resistance * current[n - 1]
        kf = k0 * np.exp(-alpha * F_RT * e_true)
        kb = k0 * np.exp((1 - alpha) * F_RT * e_true)
        ox_part = (4 * ox[1] - ox[2]) / 3
        red_part = (4 * red[1] - red[2]) / 3
        go, gr = 2 * dx / (3 * d_o), 2 * dx / (3 * d_r)
        j = (kf * ox_part - kb * red_part) / (1 + kf * go + kb * gr)
        ox[0], red[0] = ox_part - go * j, red_part + gr * j
        current[n] = FARADAY * area * j
    return peaks(potential, current)


# Main case and convergence in the time step
steps = [400, 800, 1600]
runs = [implicit_scan(1.0, n_half=n) for n in steps]
seps = [separation(r[0]) for r in runs]
order_ratio = (seps[0] - seps[1]) / (seps[1] - seps[2])
assert 1.7 < order_ratio < 2.3
main = 2 * runs[2][0] - runs[1][0]
main_sep = separation(main)
# the classical figure is a whole number of mV from an older calculation
assert abs(main_sep - 84) < 1.5
finer = extrapolated(1.0, h0=0.005, growth=np.sqrt(1.03))
grid_change = separation(finer) - main_sep
assert abs(grid_change) < 0.1

print(f"thermal voltage RT/F: {1e3 / F_RT:.3f} mV")
print(f"start, switching potential: {1e3*E_START:.0f}, {1e3*E_SWITCH:.0f} mV")
print(f"grid: first interval 0.01, growth 1.03, cells {runs[0][1]}")
for n, s in zip(steps, seps):
    print(f"psi=1, {n} steps per half scan "
          f"({1e3*(E_START-E_SWITCH)/n:.3f} mV each): separation {s:.3f} mV")
print(f"ratio of successive changes: {order_ratio:.3f}")
print(f"psi=1 extrapolated separation: {main_sep:.2f} mV")
print(f"change on halving the space intervals: {grid_change:.4f} mV")
print(f"psi=1 cathodic peak: {main[0]:.2f} mV, scaled flux {main[1]:.4f}")
print(f"psi=1 anodic peak: {main[2]:.2f} mV, scaled flux {main[3]:.4f}")

# Working curve, compared with the integral equation at three rates
curve = {psi: main if psi == 1.0 else extrapolated(psi)
         for psi in (20.0, 5.0, 2.0, 1.0, 0.5, 0.25, 0.1)}
values = [separation(p) for p in curve.values()]
assert all(a < b for a, b in zip(values, values[1:]))
for psi, p in curve.items():
    print(f"working curve psi={psi:g}: separation {separation(p):.2f} mV")
for psi in (20.0, 1.0, 0.1):
    other = integral_scan(psi)
    assert abs(separation(other) - separation(curve[psi])) < 0.1
    assert np.allclose(other[[1, 3]], curve[psi][[1, 3]], atol=1e-3)
    print(f"integral equation psi={psi:g}: {separation(other):.2f} mV")

# Reversible limit against quadrature, and the time delay of backward Euler


def reversible_flux(theta):
    return quad(lambda y: 2 / np.sqrt(np.pi)
                / (4 * np.cosh((theta + y * y) / 2) ** 2), 0, 7,
                epsabs=1e-12, epsrel=1e-11)[0]


best = minimize_scalar(lambda t: -reversible_flux(t), bounds=(-3, 1),
                       method="bounded", options={"xatol": 1e-7})
fast_coarse = implicit_scan(1e4, n_half=800)[0]
fast_fine = implicit_scan(1e4, n_half=1600)[0]
fast = 2 * fast_fine - fast_coarse
assert abs(fast[1] + best.fun) < 1e-3
assert abs(fast[0] - 1e3 * best.x / F_RT) < 0.1
observed = separation(fast_coarse) - separation(fast_fine)
predicted = 1e3 * (E_START - E_SWITCH) / 800 / 4
assert abs(observed / predicted - 1) < 0.15
print(f"reversible peak, quadrature: {1e3*best.x/F_RT:.2f} mV, "
      f"scaled flux {-best.fun:.4f}")
print(f"reversible peak, simulation: {fast[0]:.2f} mV, "
      f"scaled flux {fast[1]:.4f}")
print(f"reversible separation: {separation(fast):.2f} mV")
print(f"reversible, 800 to 1600 steps: change {observed:.4f} mV, "
      f"delay rule {predicted:.4f} mV")

# Dependence on what psi does not contain
for e_switch in (-0.2, -0.3, -0.4):
    s = separation(extrapolated(1.0, e_switch=e_switch, n_half=1000))
    print(f"psi=1, switching at {1e3*e_switch:.0f} mV: {s:.2f} mV")
for alpha in (0.3, 0.7):
    s = separation(extrapolated(1.0, alpha=alpha))
    print(f"psi=1, alpha={alpha}: separation {s:.2f} mV")
slope = ((separation(extrapolated(1.1)) - separation(extrapolated(0.9)))
         / np.log(1.1 / 0.9))
print(f"slope of separation against ln psi at psi=1: {slope:.2f} mV")
print(f"relative k0 error per +1 mV: {100/slope:.2f} percent")

# Laboratory example
D, SCAN, BULK, RADIUS = 7e-6, 0.1, 1e-6, 0.15   # cm2/s, V/s, mol/cm3, cm
AREA = np.pi * RADIUS ** 2
RESISTANCE, CAPACITANCE = 20.0, 20e-6            # ohm, F/cm2
k0 = np.sqrt(np.pi * D * F_RT * SCAN)
unit_current = FARADAY * AREA * BULK * np.sqrt(D * F_RT * SCAN)
lab = explicit_scan(k0, D, D, SCAN, BULK, AREA)
assert abs(separation(lab) - main_sep) < 0.3
assert np.allclose(lab[[1, 3]], unit_current * main[[1, 3]], rtol=5e-3)
ohmic = explicit_scan(k0, D, D, SCAN, BULK, AREA, resistance=RESISTANCE)
unequal = explicit_scan(k0, D, 0.85 * D, SCAN, BULK, AREA)
ohmic_shift = separation(ohmic) - separation(lab)
assert 0 < ohmic_shift < 3
print(f"example: D {D:.1e} cm2/s, scan rate {SCAN} V/s, "
      f"concentration {1e6*BULK:.1f} mM")
print(f"example: disk radius {10*RADIUS:.1f} mm, area {AREA:.4f} cm2")
print(f"example: k0 for psi=1: {k0:.5f} cm/s")
print(f"example: current unit {1e6*unit_current:.2f} uA")
print(f"example: implicit peak currents {1e6*unit_current*main[1]:.2f}, "
      f"{1e6*unit_current*main[3]:.2f} uA")
print(f"example: explicit peak currents {1e6*lab[1]:.2f}, "
      f"{1e6*lab[3]:.2f} uA")
print(f"example: explicit separation {separation(lab):.2f} mV")
print(f"neglected: {RESISTANCE:.0f} ohm adds {ohmic_shift:.2f} mV")
print(f"neglected: D_R = 0.85 D_O changes separation by "
      f"{separation(unequal)-separation(lab):.3f} mV")
charging = CAPACITANCE * AREA * SCAN
print(f"neglected: charging current at {1e6*CAPACITANCE:.0f} uF/cm2: "
      f"{1e6*charging:.3f} uA, {100*charging/lab[1]:.2f} percent of peak")
length = np.sqrt(D / (F_RT * SCAN))
print(f"neglected: diffusion length {1e4*length:.1f} um, "
      f"{100*length/RADIUS:.2f} percent of radius")
print("tests ok")
```

Output:

```
thermal voltage RT/F: 25.693 mV
start, switching potential: 200, -141 mV
grid: first interval 0.01, growth 1.03, cells 154
psi=1, 400 steps per half scan (0.852 mV each): separation 83.496 mV
psi=1, 800 steps per half scan (0.426 mV each): separation 83.283 mV
psi=1, 1600 steps per half scan (0.213 mV each): separation 83.178 mV
ratio of successive changes: 2.036
psi=1 extrapolated separation: 83.07 mV
change on halving the space intervals: 0.0006 mV
psi=1 cathodic peak: -41.91 mV, scaled flux 0.4209
psi=1 anodic peak: 41.16 mV, scaled flux -0.2576
working curve psi=20: separation 60.23 mV
working curve psi=5: separation 64.03 mV
working curve psi=2: separation 71.41 mV
working curve psi=1: separation 83.07 mV
working curve psi=0.5: separation 104.28 mV
working curve psi=0.25: separation 139.68 mV
working curve psi=0.1: separation 210.68 mV
integral equation psi=20: 60.23 mV
integral equation psi=1: 83.08 mV
integral equation psi=0.1: 210.67 mV
reversible peak, quadrature: -28.49 mV, scaled flux 0.4463
reversible peak, simulation: -28.49 mV, scaled flux 0.4463
reversible separation: 58.95 mV
reversible, 800 to 1600 steps: change 0.1073 mV, delay rule 0.1066 mV
psi=1, switching at -200 mV: 82.56 mV
psi=1, switching at -300 mV: 82.38 mV
psi=1, switching at -400 mV: 82.39 mV
psi=1, alpha=0.3: separation 82.21 mV
psi=1, alpha=0.7: separation 81.08 mV
slope of separation against ln psi at psi=1: -22.70 mV
relative k0 error per +1 mV: -4.41 percent
example: D 7.0e-06 cm2/s, scan rate 0.1 V/s, concentration 1.0 mM
example: disk radius 1.5 mm, area 0.0707 cm2
example: k0 for psi=1: 0.00925 cm/s
example: current unit 35.60 uA
example: implicit peak currents 14.98, -9.17 uA
example: explicit peak currents 14.98, -9.17 uA
example: explicit separation 83.11 mV
neglected: 20 ohm adds 0.68 mV
neglected: D_R = 0.85 D_O changes separation by -0.864 mV
neglected: charging current at 20 uF/cm2: 0.141 uA, 0.94 percent of peak
neglected: diffusion length 13.4 um, 0.89 percent of radius
tests ok
```
